# Cusp height of circular etch scallops on a sidewall: a numerical check

```python
"""Cusp height of a sidewall made of equal circular etch scallops.

Result under test: h = R - sqrt(R^2 - p^2/4) for p < 2R, where
  R = scallop radius, p = pitch in depth (distance between centres),
  h = horizontal distance from deepest scallop point to ridge tip.
x points from the mask edge into the solid, z points down; lengths in nm.
The formula is compared with explicit arcs and with a simulated
sequence of etch cycles on a grid.
"""
import numpy as np
from scipy.ndimage import distance_transform_edt
from scipy.optimize import brentq


def cusp_height(radius, pitch):
    """Derived formula, for overlapping scallops."""
    return radius - np.sqrt(radius**2 - pitch**2 / 4)


def exposed_arc(radius, pitch, samples=200001):
    """Points of one circle that lie in neither neighbouring disc."""
    angle = np.linspace(-np.pi / 2, np.pi / 2, samples)
    x, z = radius * np.cos(angle), radius * np.sin(angle)
    keep = ((np.hypot(x, z - pitch) >= radius)
            & (np.hypot(x, z + pitch) >= radius))
    return x[keep], z[keep]


def measured_height(radius, pitch):
    x, _ = exposed_arc(radius, pitch)
    return x.max() - x.min()


def simulate_cycles(radius, dig, bare_slot):
    """Etch three cycles on a 1 nm grid; return pitch and cusp height.

    Shielding by older cavities is not included in this simulation.
    """
    x = np.arange(-60, 261)
    edge = 60                      # column index of x = 0
    void = np.zeros((1100, x.size), dtype=bool)
    floor = 250
    floors = []
    for _ in range(3):
        floors.append(floor)
        not_source = np.ones_like(void)
        not_source[floor, x <= 0] = False
        if bare_slot:
            not_source[floor - dig:floor + 1, edge] = False
        void |= distance_transform_edt(not_source) <= radius
        bottom = np.flatnonzero(void[:, edge]).max()
        floor = bottom + dig
        void[bottom:floor, x <= 0] = True
    rows = void[floors[0]:floors[1] + 1]
    wall = np.array([x[row].max() for row in rows])
    return floors[1] - floors[0], wall.max() - wall.min()


def shielded_points(radius, pitch):
    """Count solid points in reach whose straight path crosses the old disc."""
    x, z = np.meshgrid(np.arange(1.0, radius + 1),
                       np.arange(-radius, radius + 1))
    solid = (np.hypot(x, z) <= radius) & (np.hypot(x, z + pitch) > radius)
    x, z = x[solid], z[solid]
    # new centre at the origin, old centre a distance pitch above it
    fraction = np.clip(-pitch * z / (x**2 + z**2), 0, 1)
    closest = np.hypot(fraction * x, fraction * z + pitch)
    return int(np.count_nonzero(closest < radius - 1e-9))


def blunted_height(radius, pitch, tip_radius):
    """Roll a disc inside the solid ridge and find its outermost reach."""
    x, z = exposed_arc(radius, pitch, 20001)
    wall_x = np.concatenate([x, x])
    wall_z = np.concatenate([z, z + pitch])
    reach = []
    for depth in np.linspace(pitch / 2 - 30, pitch / 2 + 30, 21):
        start = wall_x[np.argmin(np.abs(wall_z - depth))]

        def gap(centre_x):
            distance = np.hypot(wall_x - centre_x, wall_z - depth)
            return distance.min() - tip_radius
        reach.append(brentq(gap, start, start + 40) - tip_radius)
    return radius - min(reach)


R, p = 200, 300
dig = p - R
h = cusp_height(R, p)
tip_x = R - h

# Formula against explicit arcs, over several shapes
for radius, pitch in [(200, 300), (200, 100), (150, 280), (80, 90)]:
    assert abs(measured_height(radius, pitch)
               - cusp_height(radius, pitch)) < 0.01
# Separate circles: ridge reaches the line of centres
separate = measured_height(R, 450)
assert abs(separate - R) < 0.01

# Simulated cycles; one grid cell is 1 nm
grid_pitch, grid_height = simulate_cycles(R, dig, False)
assert grid_pitch == p
assert abs(grid_height - h) <= 1.0

# Shielding: absent above the limiting pitch, present below it
limit_pitch = np.sqrt(2) * R
tangent = np.sqrt(p**2 - R**2)
shield_here = shielded_points(R, p)
shield_short = shielded_points(R, 250)
assert shield_here == 0 and shielded_points(R, 285) == 0
assert shield_short > 0 and shielded_points(R, 270) > 0

# Slopes against finite differences of the measured height
slope_p = p / (4 * tip_x)
slope_R = 1 - R / tip_x
step = 5
num_p = (measured_height(R, p + step)
         - measured_height(R, p - step)) / (2 * step)
num_R = (measured_height(R + step, p)
         - measured_height(R - step, p)) / (2 * step)
assert abs(num_p - slope_p) < 5e-3
assert abs(num_R - slope_R) < 5e-3

# Shallow-arc limit: good for small pitch, poor for the example
shallow = p**2 / (8 * R)
assert abs(measured_height(R, 40) / (40**2 / (8 * R)) - 1) < 0.01
assert shallow < 0.9 * h

# Tip angle from the directions of the arc close to the ridge
tip_angle = 180 - 2 * np.degrees(np.arcsin(p / (2 * R)))
arc_x, arc_z = exposed_arc(R, p)
flank = np.degrees(np.arctan2(arc_x[-101] - arc_x[-1],
                              arc_z[-1] - arc_z[-101]))
assert abs((180 - 2 * flank) - tip_angle) < 0.2

# Neglected effects
bare = cusp_height(R, p - dig)
_, grid_bare = simulate_cycles(R, dig, True)
assert abs(grid_bare - bare) <= 1.0
tip_radius = 10
blunt = cusp_height(R + tip_radius, p)
rolled = blunted_height(R, p, tip_radius)
assert abs(rolled - blunt) < 0.05
drift = {
    "pitch +5%": measured_height(R, 1.05 * p),
    "pitch -5%": measured_height(R, 0.95 * p),
    "radius +5%": measured_height(1.05 * R, p),
    "radius -5%": measured_height(0.95 * R, p),
}
assert abs(bare - h) > max(abs(v - h) for v in drift.values())
assert abs(bare - h) > abs(blunt - h)

print(f"scallop radius R: {R} nm")
print(f"pitch p: {p} nm")
print(f"half pitch: {p / 2:.0f} nm")
print(f"directional slot depth d = p - R: {dig} nm")
print(f"R^2: {R**2} nm^2")
print(f"(p/2)^2: {p**2 / 4:.0f} nm^2")
print(f"difference of squares: {R**2 - p**2 / 4:.0f} nm^2")
print(f"ridge tip position x_c: {tip_x:.2f} nm")
print(f"cusp height h, formula: {h:.2f} nm")
print(f"cusp height, explicit arcs: {measured_height(R, p):.2f} nm")
print(f"cusp height, simulated cycles (1 nm grid): {grid_height} nm")
print(f"pitch, simulated cycles: {grid_pitch} nm")
print(f"ratio h/R: {h / R:.3f}")
print(f"height for separate circles, p = 450 nm: {separate:.1f} nm")
print(f"limiting pitch sqrt(2) R: {limit_pitch:.1f} nm")
print(f"tangent length: {tangent:.1f} nm")
print(f"shielded grid points, p = 300 nm: {shield_here}")
print(f"shielded grid points, p = 250 nm: {shield_short}")
print(f"shallow-arc estimate p^2/(8R): {shallow:.2f} nm")
print(f"shallow-arc error: {100 * (shallow / h - 1):.1f} %")
print(f"slope dh/dp: {slope_p:.3f} (finite difference {num_p:.3f})")
print(f"slope dh/dR: {slope_R:.3f} (finite difference {num_R:.3f})")
print(f"full angle of solid tip: {tip_angle:.1f} degrees")
print(f"bare slot side, lower bound on height: {bare:.2f} nm")
print(f"bare slot side, simulated without shielding: {grid_bare} nm")
print(f"tip radius or extra uniform removal: {tip_radius} nm")
print(f"height with it, formula: {blunt:.2f} nm")
print(f"height with blunt tip, rolled disc: {rolled:.2f} nm")
print(f"height lost to blunt tip: {h - blunt:.2f} nm")
for label, value in drift.items():
    print(f"height with {label}: {value:.1f} nm")
print("tests ok")
```

It prints:

```
scallop radius R: 200 nm
pitch p: 300 nm
half pitch: 150 nm
directional slot depth d = p - R: 100 nm
R^2: 40000 nm^2
(p/2)^2: 22500 nm^2
difference of squares: 17500 nm^2
ridge tip position x_c: 132.29 nm
cusp height h, formula: 67.71 nm
cusp height, explicit arcs: 67.71 nm
cusp height, simulated cycles (1 nm grid): 68 nm
pitch, simulated cycles: 300 nm
ratio h/R: 0.339
height for separate circles, p = 450 nm: 200.0 nm
limiting pitch sqrt(2) R: 282.8 nm
tangent length: 223.6 nm
shielded grid points, p = 300 nm: 0
shielded grid points, p = 250 nm: 103
shallow-arc estimate p^2/(8R): 56.25 nm
shallow-arc error: -16.9 %
slope dh/dp: 0.567 (finite difference 0.567)
slope dh/dR: -0.512 (finite difference -0.513)
full angle of solid tip: 82.8 degrees
bare slot side, lower bound on height: 26.79 nm
bare slot side, simulated without shielding: 27 nm
tip radius or extra uniform removal: 10 nm
height with it, formula: 63.03 nm
height with blunt tip, rolled disc: 63.03 nm
height lost to blunt tip: 4.68 nm
height with pitch +5%: 76.7 nm
height with pitch -5%: 59.7 nm
height with radius +5%: 63.0 nm
height with radius -5%: 73.4 nm
tests ok
```
